# Free-Electron Optical Response of Silicon's Six Valleys

## The problem

The conduction electrons of silicon occupy six valleys, two on each cube axis. The energy surfaces near each minimum are ellipsoids of revolution. In units of the free-electron mass $m_0$, the mass is $m_l=0.916$ along the valley axis and $m_t=0.19$ across it.

Take the bands as parabolic, the valleys as equally filled, and the collision time $\tau$ as the same for all electrons and directions. The optical field is uniform on the scale of the electron motion and weak enough for a linear response.

1. Find the current that a field of any direction drives in one valley.
2. Add the six valleys. Does the total current depend on the direction of the field relative to the crystal? Which single mass describes it?
3. The n-doped part of a silicon modulator holds $N=10^{18}\ \mathrm{cm^{-3}}$ electrons at 300 K. Find the change of refractive index at 1550 nm, and the length that gives a phase change of $\pi$. Use a background index $n_0=3.48$ and a mobility of 270 cm²/Vs, both rough values, and let the light lie wholly in the doped silicon.

## Hints

**Hint 1.** The field changes the crystal momentum of every electron at the same rate, whatever its valley. Where does the mass enter?

**Hint 2.** Write the inverse-mass tensor of a valley with the unit vector $\mathbf a$ along its axis. You need the part of a vector along $\mathbf a$ and the part across it.

**Hint 3.** Add the matrices $\mathbf a\mathbf a^T$ for the six axes before putting in any numbers.

**Hint 4.** For the index, treat the electron current as part of the displacement current, and compare $\omega\tau$ with one.

## Full solution

### One valley

Measure the wave vector $\mathbf q$ from the valley minimum. Its part along the axis is $\mathbf a\mathbf a^T\mathbf q$, and its part across is $(I-\mathbf a\mathbf a^T)\mathbf q$. Hence

$$\mathcal E=\frac{\hbar^2}{2m_0}\,\mathbf q^TW\mathbf q,\qquad
W=\frac{\mathbf a\mathbf a^T}{m_l}+\frac{I-\mathbf a\mathbf a^T}{m_t}
=\frac{I}{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf a\mathbf a^T .$$

The velocity is the slope of the energy, $\mathbf v=\hbar^{-1}\nabla_{\mathbf q}\mathcal E=\hbar W\mathbf q/m_0$.

Let $\mathbf p=\hbar\langle\mathbf q\rangle$ be the mean crystal momentum in the valley. The field acts on the charge $-e$, and collisions return $\mathbf p$ to zero:

$$\frac{d\mathbf p}{dt}=-e\mathbf E-\frac{\mathbf p}{\tau}.$$

With the time factor $e^{-i\omega t}$, the derivative becomes $-i\omega\mathbf p$, so $(1/\tau-i\omega)\mathbf p=-e\mathbf E$ and

$$\mathbf p=-\frac{e\tau}{1-i\omega\tau}\,\mathbf E .$$

No mass appears here, so $\mathbf p$ is the same in all six valleys. The mass enters through the mean velocity $W\mathbf p/m_0$. Thermal motion adds nothing to this mean, because in equilibrium $\mathbf q$ and $-\mathbf q$ are equally filled. With $N/6$ electrons per volume, one valley carries

$$\mathbf J_1=-e\,\frac N6\,\frac{W\mathbf p}{m_0}
=\frac N6\,\frac{e^2\tau}{m_0(1-i\omega\tau)}\,W\mathbf E .$$

This current is in general not parallel to $\mathbf E$: the inverse mass is $1/m_l=1.0917$ along the axis and $1/m_t=5.2632$ across it.

Does the exclusion principle alter this? In the Boltzmann equation the response contains $-\partial f/\partial\mathcal E$, which for a degenerate gas is concentrated near the Fermi energy. Since $\partial f/\partial q_j=\hbar v_j\,\partial f/\partial\mathcal E$, integration by parts gives

$$\int v_iv_j\left(-\frac{\partial f}{\partial\mathcal E}\right)d^3q
=-\frac1\hbar\int v_i\frac{\partial f}{\partial q_j}\,d^3q
=\frac1\hbar\int f\,\frac{\partial v_i}{\partial q_j}\,d^3q
=\frac{W_{ij}}{m_0}\int f\,d^3q .$$

The boundary term vanishes because $f$ falls to zero at large $q$. For parabolic bands the response therefore depends on the number of electrons and not on the Fermi level.

### Six valleys

The axes are $\pm\hat{\mathbf x},\pm\hat{\mathbf y},\pm\hat{\mathbf z}$. Both signs give the same matrix $\mathbf a\mathbf a^T$, so

$$\sum_{\text{six}}\mathbf a\mathbf a^T
=2(\hat{\mathbf x}\hat{\mathbf x}^T+\hat{\mathbf y}\hat{\mathbf y}^T+\hat{\mathbf z}\hat{\mathbf z}^T)=2I .$$

The average of $W$ is then

$$\frac16\sum W=\left[\frac1{m_t}+\frac13\left(\frac1{m_l}-\frac1{m_t}\right)\right]I
=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)I\equiv\frac{I}{m_{\rm opt}} .$$

A multiple of the unit matrix has no preferred direction. The total current is parallel to the field, with the scalar conductivity

$$\sigma(\omega)=\frac{Ne^2}{m_{\rm opt}m_0}\,\frac{\tau}{1-i\omega\tau}.$$

The numbers are

$$\frac1{m_{\rm opt}}=\frac{1.0917+2\times5.2632}{3}=3.8727,\qquad m_{\rm opt}=0.258 .$$

The optical mass is thus about $0.26\,m_0$, or $2.35\times10^{-31}$ kg. Inverse masses are averaged because velocities add at a common momentum, so the light directions dominate. The arithmetic mean mass, $(m_l+2m_t)/3=0.432$, would apply if the valleys shared a velocity and their momenta were added. The density-of-states mass of one valley, $(m_lm_t^2)^{1/3}=0.321$, counts states and does not describe acceleration.

### Index change

In Maxwell's equation the electron current joins the background displacement current:

$$\sigma\mathbf E-i\omega\varepsilon_0n_0^2\mathbf E=-i\omega\varepsilon_0\,\epsilon\,\mathbf E
\quad\Rightarrow\quad \epsilon=n_0^2+\frac{i\sigma}{\varepsilon_0\omega}.$$

To find the real part, use

$$\frac{i\tau}{1-i\omega\tau}=\frac{i\tau(1+i\omega\tau)}{1+\omega^2\tau^2}
=\frac{-\omega\tau^2+i\tau}{1+\omega^2\tau^2}.$$

It follows that

$$\mathrm{Re}\,\Delta\epsilon=-\frac{Ne^2}{\varepsilon_0m_{\rm opt}m_0\omega^2}\,
\frac{1}{1+1/(\omega\tau)^2}.$$

The minus sign says that a nearly free electron is displaced in antiphase to the force on it. Its polarization opposes that of the background, and the index falls.

The static drift speed per field is $\mu=e\tau/(m_{\rm opt}m_0)$, so

$$\tau=\frac{\mu m_{\rm opt}m_0}{e}
=\frac{0.0270\times2.352\times10^{-31}}{1.602\times10^{-19}}\ \mathrm s=39.6\ \mathrm{fs}.$$

With $\omega=2\pi c/\lambda=1.2153\times10^{15}$ rad/s, $\omega\tau=48.2$. The correction $1/(\omega\tau)^2$ is 0.04 % and can be dropped. For a small change, $(n_0+\Delta n)^2\approx n_0^2+2n_0\Delta n$, which gives

$$\Delta n\approx-\frac{Ne^2}{2n_0\varepsilon_0m_{\rm opt}m_0\omega^2}
=-\frac{10^{24}\,(1.602\times10^{-19})^2}{2(3.48)(8.854\times10^{-12})(2.352\times10^{-31})(1.2153\times10^{15})^2}
=-1.20\times10^{-3}.$$

The phase changes by $2\pi|\Delta n|L/\lambda$. Setting this equal to $\pi$ gives

$$L_\pi=\frac{\lambda}{2|\Delta n|}=\frac{1.55\ \mu\mathrm m}{2\times1.20\times10^{-3}}\approx0.65\ \mathrm{mm}.$$

### How far to trust the number

**Curved bands.** Real valleys flatten away from the minimum. A common description is $\mathcal E(1+\alpha\mathcal E)=\gamma$, where $\gamma$ is the parabolic energy and $\alpha$ is roughly 0.5 per eV. To first order, $\mathcal E=\gamma-\alpha\gamma^2$. In coordinates $\mathbf w$ scaled so that $\gamma=w^2/2$, we have $\nabla^2\gamma=3$ and $\nabla^2\gamma^2=2|\nabla\gamma|^2+2\gamma\nabla^2\gamma=10\gamma$. The integration by parts above shows that the response measures the mean curvature. Relative to the parabolic value it is

$$\left\langle\tfrac13\nabla^2\mathcal E\right\rangle=1-\tfrac{10}{3}\alpha\langle\gamma\rangle=1-5\alpha k_BT,$$

since $\langle\gamma\rangle=\tfrac32k_BT$ to this order in a dilute gas. At 300 K this lowers the inverse mass by 6.5 %; the full integral gives 6.1 % and a mass of 0.275. At 360 K and the same density the reduction is 7.2 %. In this model all principal directions share the factor. In real silicon the inverse masses along and across the valley axis change by different factors: an empirical-pseudopotential band structure gives about 4 % along the axis, 9 % across it and 9 % overall at 300 K, so the 6 % of the model is only a rough size. Each valley still has one value along its axis and one across it, so the sum over six equally filled valleys remains isotropic.

**Collisions.** The photon energy, 0.80 eV, is 31 times $k_BT$, so the collision time found from the mobility need not hold at this frequency. A rate ten times faster at all frequencies would change the index term by only about 4 %. A rate that rises with frequency does more. Write $\sigma\propto1/(\Gamma(\omega)-i\omega)$. Causality gives $\Gamma$ an imaginary part, $\Gamma=\Gamma'-i\Gamma''$, which reduces the index term by about $\Gamma''/\omega$, first order in the rate. If the rate grows as $\sqrt\omega$, then $\Gamma''\approx\Gamma'$, and a tenfold rate at this frequency lowers the index term by about $10/48\approx20\,\%$. The absorption depends directly on $\tau$ and is not predicted here.

**Other transitions.** An electron in the conduction band blocks a transition from the valence band. A bound oscillator responds as $1/(\omega_g^2-\omega^2)$ and a free electron as $-1/\omega^2$. For equal strengths and a rough vertical gap of 4 eV, the ratio of sizes is $0.80^2/(4.0^2-0.80^2)\approx4\,\%$. Removing the positive bound response lowers the index further.

Transitions to higher conduction bands also occur. Suppose they cause all of a rough measured absorption of 10 per cm. The extinction index is then $\kappa=(\text{absorption})\,\lambda/4\pi=1.2\times10^{-4}$, or 10 % of $|\Delta n|$. This does not fix their effect on the real index, which depends on the whole absorption band. In silicon the second conduction band lies about 0.5 eV above the valley minimum, below the photon energy, so these transitions mostly respond with the same sign as free electrons and lower the index further; an empirical-pseudopotential band structure puts this at roughly 10 % of the free-electron term.

**Comparison with experiment.** Commonly used empirical fits for electrons in silicon give $\Delta n$ of about $-0.85$ to $-0.88\times10^{-3}$ at this density and wavelength. That is nearly 30 % smaller in size than the free-electron value, and it raises $L_\pi$ to about 0.9 mm. The free-electron result is therefore an estimate; a device design should start from measured index changes.

**The device.** A density near $10^{18}\ \mathrm{cm^{-3}}$ is in the range used in silicon modulators. In such a device, however, the light need not all meet the full density change. If the phase per length falls to half because the light only partly overlaps the region where the density changes, $L_\pi$ doubles, to about 1.3 mm from the free-electron value or about 1.8 mm from the empirical one. The same electrons absorb: at the rough 10 per cm, the loss over $L_\pi$ in fully doped silicon is 3 to 4 dB. Holes, left out here, add their own index change in a real junction.

## Variation 1: unequal filling

*Stress lowers the two $z$ valleys by $\Delta=10$ meV, a chosen value. Is the response still isotropic at fixed $N$?*

Without stress the Fermi level lies 85 meV below the band edge, where the occupation is 3.6 %. With stress at fixed $N$ it lies about 79 meV below the lowered edge, where the occupation is 4.5 %, so Boltzmann weights suffice. Two valleys have weight 1 and four have weight $e^{-\Delta/k_BT}$. The fraction in the $z$ pair is

$$F=\frac{2}{2+4e^{-\Delta/k_BT}}=\frac1{1+2e^{-10/25.85}}=0.424 .$$

For a field along $z$, the $z$ pair responds with $1/m_l$ and the rest with $1/m_t$. For a field along $x$, the $z$ pair responds with $1/m_t$, while the remainder is shared equally between the $x$ pair ($1/m_l$) and the $y$ pair ($1/m_t$):

$$\frac1{m_z}=\frac F{m_l}+\frac{1-F}{m_t},\qquad
\frac1{m_x}=\frac F{m_t}+\frac{1-F}2\left(\frac1{m_l}+\frac1{m_t}\right).$$

Subtracting gives

$$\frac1{m_x}-\frac1{m_z}=\frac{3F-1}{2}\left(\frac1{m_t}-\frac1{m_l}\right),$$

which vanishes only at $F=1/3$, the case of equal filling. Here $m_z=0.286$ and $m_x=0.246$. The free-electron index change is 16 % larger for light polarized along $x$ than along $z$, a difference of about $2\times10^{-4}$. In a real crystal the strain needed, roughly 0.1 %, also makes the background index birefringent by about $2$ to $3\times10^{-3}$, which is far larger; that part does not come from the free electrons. Cubic symmetry of the valley positions is therefore not enough; the three axis pairs must also hold equal numbers of electrons.

## Variation 2: two collision times

*Let momentum along the valley axis relax in $\tau_l$ and momentum across it in $\tau_t$, with equal filling. What changes?*

Each valley's response still has one value along $\mathbf a$ and another across it, so the same sum over axes gives a scalar:

$$\sigma=\frac{Ne^2}{3m_0}\left[\frac{\tau_l}{m_l(1-i\omega\tau_l)}+\frac{2\tau_t}{m_t(1-i\omega\tau_t)}\right].$$

At $\omega=0$ the collision times weight the inverse masses. With $\tau_l=\tau_t/2$, the bracket divided by $3\tau_t$ is $(0.5459+10.5264)/3=3.691$ instead of 3.873, so the static conductivity is 4.7 % below its value for equal times $\tau_t$.

At high frequency, expand each term:

$$\frac{\tau}{1-i\omega\tau}=\frac i\omega\,\frac1{1+i/(\omega\tau)}
\approx\frac i\omega+\frac1{\omega^2\tau}-\frac{i}{\omega^3\tau^2}.$$

The leading imaginary part, which sets the index, contains no collision time, and the two terms combine to $i/(\omega m_{\rm opt})$. The corrections are of relative order $1/(\omega\tau)^2$. For $\omega\tau_t=48.2$ and $\omega\tau_l=24.1$, the larger of them is 0.17 %. The optical mass is thus insensitive to how the scattering depends on direction, while the mobility is not.

The numerical output below lists the main values; those of Variation 2 follow from its formulas by hand.

## Numbers as computed

```
Longitudinal mass: 0.916 m0
Transverse mass: 0.190 m0
Inverse longitudinal mass: 1.0917 /m0
Inverse transverse mass: 5.2632 /m0
Mean inverse mass: 3.8727 /m0
Optical mass: 0.2582 m0
Optical mass: 2.3522e-31 kg
Arithmetic mean mass: 0.4320 m0
One-valley density-of-states mass: 0.3210 m0
Inverse mass from k-space sum: 3.8727 /m0
Electron density: 1.0e+18 cm^-3
Wavelength: 1550 nm
Background index (rough): 3.48
Temperature: 300 K
Mobility (rough): 270 cm2/Vs
Angular frequency: 1.2153e+15 rad/s
Collision time from mobility: 39.6 fs
w tau: 48.2
Index change: -1.199e-03
Index change, full square root: -1.199e-03
Length for phase pi: 0.646 mm
Thermal energy: 25.85 meV
Fermi level from band edge: -85.2 meV
Occupation at band edge: 3.57 %
Nonparabolicity (rough): 0.50 /eV
First-order inverse-mass change: -6.5 %
Inverse-mass change at 300 K: -6.1 %
Optical mass at 300 K: 0.2749 m0
Inverse-mass change at 360 K: -7.2 %
Optical mass at 360 K: 0.2782 m0
Collision correction 1/(w tau)^2: 0.043 %
Same, ten times faster scattering: 4.3 %
Chosen valley splitting: 10 meV
Fraction in lowered z pair: 0.424
Split valleys, mass along z: 0.2862 m0
Split valleys, mass along x: 0.2462 m0
Response along x over z: 1.162
Photon energy: 0.800 eV
Photon energy over kT: 30.9
Vertical gap (rough): 4.0 eV
Bound over free response: 4.2 %
Absorption (rough): 10 /cm
Extinction index from it: 1.2e-04
Extinction over index change: 10 %
```
